# Rayleigh–Ritz projection: the smallest residual and Kahan's eigenvalue theorem: test program

```python
"""Rayleigh-Ritz residuals and Kahan's theorem.

A: real symmetric matrix; Q: orthonormal columns; H = Q^T A Q.
R(B) = A Q - Q B is the block residual for a small matrix B.
Claims under test:
 (a) B = H minimizes every singular value of R(B), hence both the
     spectral and the Frobenius norm; only the latter minimizer is unique.
 (b) The m eigenvalues of H (Ritz values) can be paired with m eigenvalues
     of A at different positions in its list (with multiplicity), each
     pair differing by at most the spectral norm of R(H).
Energies are in eV and lengths in nm in the physical examples.
"""
from itertools import combinations
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import block_diag, null_space

rng = np.random.default_rng(7)


def residual(A, Q, B):
    return A @ Q - Q @ B


def spectral(X):
    return np.linalg.norm(X, 2)


def best_match(ritz, eigs):
    """Smallest possible largest distance over all choices of positions."""
    sets = np.array(list(combinations(range(len(eigs)), len(ritz))))
    worst = np.abs(eigs[sets] - ritz).max(axis=1)
    best = np.argmin(worst)
    return worst[best], sets[best]


# ---- Random matrices: minimization, block splitting, Kahan's bound ----
n, m, trials = 8, 3, 300
largest_ratio = 0.0
for trial in range(trials):
    if trial % 2:
        spectrum = np.array([1., 1., 1., 2., 5., 5., 9., 9.])
    else:
        spectrum = np.sort(rng.normal(size=n))
    V = np.linalg.qr(rng.normal(size=(n, n)))[0]
    A = (V * spectrum) @ V.T
    A = (A + A.T) / 2
    chosen = rng.choice(n, m, replace=False)
    noise = rng.choice([0.01, 0.1, 1.0])
    Q = np.linalg.qr(V[:, chosen] + noise * rng.normal(size=(n, m)))[0]
    H = Q.T @ A @ Q
    R = residual(A, Q, H)
    sing = np.linalg.svd(R, compute_uv=False)

    # Frobenius minimizer found by a general least-squares solver
    B_ls = np.linalg.lstsq(Q, A @ Q, rcond=None)[0]
    assert np.allclose(B_ls, H, atol=1e-11)
    # Arbitrary, also nonsymmetric, competitors
    for scale in (1e-3, 1e-2, 0.1, 1.0):
        B = H + scale * rng.normal(size=(m, m))
        sing_B = np.linalg.svd(residual(A, Q, B), compute_uv=False)
        assert np.all(sing_B >= sing - 1e-11)
    # The spectral minimizer is not unique, up to a definite limit
    w = np.linalg.svd(R)[2][-1]
    limit = np.sqrt(sing[0]**2 - sing[-1]**2)
    inside = spectral(residual(A, Q, H + 0.9 * limit * np.outer(w, w)))
    outside = spectral(residual(A, Q, H + 1.1 * limit * np.outer(w, w)))
    assert abs(inside - sing[0]) < 1e-11
    assert outside > sing[0] * (1 + 1e-6)

    # Off-diagonal part has the same norm as the residual
    P = null_space(Q.T)
    W = P.T @ A @ P
    full = np.hstack([Q, P])
    E = full.T @ A @ full - block_diag(H, W)
    assert abs(spectral(E) - sing[0]) < 1e-11
    # Ordered eigenvalues move by at most this norm
    eigs = np.linalg.eigvalsh(A)
    ritz = np.linalg.eigvalsh(H)
    merged = np.concatenate([ritz, np.linalg.eigvalsh(W)])
    order = np.argsort(merged, kind="stable")
    assert np.all(np.abs(merged[order] - eigs) <= sing[0] + 1e-11)
    # Positions of the Ritz values in the merged list give the pairing
    positions = np.argsort(order)[:m]
    assert len(set(positions)) == m
    assert np.all(np.abs(ritz - eigs[positions]) <= sing[0] + 1e-11)
    distance, _ = best_match(ritz, eigs)
    assert distance <= sing[0] + 1e-11
    largest_ratio = max(largest_ratio, distance / sing[0])

print(f"random tests: {trials} matrices, n = {n}, m = {m}")
print(f"largest best-match distance / residual norm: {largest_ratio:.4f}")

# ---- Three levels: separate residuals count one eigenvalue twice ----
d, c, lam = sp.symbols("d c lam", real=True)
M3 = sp.Matrix([[-d, 0, c], [0, d, c], [c, c, 0]])
poly = (lam * sp.eye(3) - M3).det()
assert sp.expand(poly - lam * (lam**2 - 2 * c**2 - d**2)) == 0

delta, coupling = 0.1, 0.5
A3 = np.array(M3.subs({d: delta, c: coupling}), dtype=float)
Q3 = np.eye(3)[:, :2]
H3 = Q3.T @ A3 @ Q3
R3 = residual(A3, Q3, H3)
eig3, ritz3 = np.linalg.eigvalsh(A3), np.linalg.eigvalsh(H3)
single3 = np.linalg.norm(R3, axis=0)
covered = np.any(np.abs(eig3[:, None] - ritz3) <= single3, axis=1)
dist3, _ = best_match(ritz3, eig3)
assert covered.sum() == 1
assert single3.max() < dist3 <= spectral(R3)
w3 = np.array([1.0, -1.0]) / np.sqrt(2)
R3_alt = residual(A3, Q3, H3 + coupling * np.outer(w3, w3))
assert abs(spectral(R3_alt) - spectral(R3)) < 1e-12
assert np.linalg.norm(R3_alt) > np.linalg.norm(R3) + 1e-3
A3_zero = np.array(M3.subs({d: 0, c: coupling}), dtype=float)
R3_zero = residual(A3_zero, Q3, Q3.T @ A3_zero @ Q3)
dist_zero, _ = best_match(np.zeros(2), np.linalg.eigvalsh(A3_zero))
assert abs(dist_zero - spectral(R3_zero)) < 1e-12

print("THREE-LEVEL MODEL (energies in eV)")
print(f"delta = {delta:.3f}, coupling c = {coupling:.3f}")
print("eigenvalues:", " ".join(f"{v + 0.0:.4f}" for v in np.round(eig3, 10)))
print("Ritz values:", " ".join(f"{v:.4f}" for v in ritz3))
print("separate residual norms:", " ".join(f"{v:.4f}" for v in single3))
print(f"eigenvalues in the separate intervals: {covered.sum()}")
print(f"block residual, spectral norm: {spectral(R3):.4f}")
print(f"best-match largest distance: {dist3:.4f}")
print(f"other B (t = c), spectral norm: {spectral(R3_alt):.4f}")
print(f"Frobenius norm with H: {np.linalg.norm(R3):.4f}")
print(f"Frobenius norm with other B: {np.linalg.norm(R3_alt):.4f}")
print(f"delta = 0: distance {dist_zero:.4f}, bound {spectral(R3_zero):.4f}")

# ---- Electron in a tilted double well ----
V0, a, tilt, half_width = 1.0, 1.0, 0.002, 2.2
# hbar^2 / (2 m_e), converted from J m^2 to eV nm^2
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e18


def double_well(points):
    x = np.linspace(-half_width, half_width, points + 2)[1:-1]
    dx = x[1] - x[0]
    potential = V0 * ((x / a)**2 - 1)**2 + tilt * x
    hop = np.full(points - 1, -kinetic / dx**2)
    A = np.diag(potential + 2 * kinetic / dx**2)
    return x, dx, A + np.diag(hop, 1) + np.diag(hop, -1)


def orthonormalize(X):
    """Symmetric orthonormalization keeps the two functions localized."""
    s, U = np.linalg.eigh(X.T @ X)
    return X @ (U / np.sqrt(s)) @ U.T


points = 219
x, dx, A = double_well(points)
levels = np.linalg.eigvalsh(A)
fine_points = 2 * points + 1
_, dx_fine, A_fine = double_well(fine_points)
levels_fine = np.linalg.eigvalsh(A_fine)
quantum = np.sqrt(16 * V0 * kinetic) / a      # hbar * omega of one well
width_sq = 2 * kinetic / quantum              # hbar / (m_e * omega)
X = np.column_stack([np.exp(-(x - s * a)**2 / (2 * width_sq))
                     for s in (-1, 1)])
Q = orthonormalize(X)

print("DOUBLE WELL (energies in eV)")
print(f"V0 = {V0:.3f} eV, a = {a:.3f} nm, F = {tilt:.4f} eV/nm")
print(f"walls at +-{half_width:.2f} nm, {points} points, dx = {dx:.4f} nm")
print(f"hbar^2/(2 m_e) = {kinetic:.6f} eV nm^2")
print(f"hbar*omega of one well = {quantum:.5f} eV")
print(f"Gaussian length = {np.sqrt(width_sq):.5f} nm")
print("lowest levels:", " ".join(f"{v:.6f}" for v in levels[:3]))
print(f"splitting of lowest pair = {levels[1] - levels[0]:.6f} eV")
print(f"finer grid, dx = {dx_fine:.4f} nm:",
      " ".join(f"{v:.6f}" for v in levels_fine[:3]))

rows, rows_diag, overlaps = [], [], []
for step in range(9):
    if step % 2 == 0:
        H = Q.T @ A @ Q
        H = (H + H.T) / 2
        R = residual(A, Q, H)
        ritz, S = np.linalg.eigh(H)
        single = np.linalg.norm(A @ (Q @ S) - (Q @ S) * ritz, axis=0)
        block = spectral(R)
        distance, positions = best_match(ritz, levels)
        assert distance <= block
        assert list(positions) == [0, 1]
        for value, radius in zip(ritz, single):
            assert np.min(np.abs(levels - value)) <= radius + 1e-11
        R_diag = residual(A, Q, np.diag(np.diag(H)))
        frob, frob_diag = np.linalg.norm(R), np.linalg.norm(R_diag)
        assert abs(frob_diag**2 - frob**2 - 2 * H[0, 1]**2) < 1e-11
        overlap = ritz[1] - ritz[0] <= single.sum()
        overlaps.append(overlap)
        rows.append(f"{step} {ritz[0]:.6f} {ritz[1]:.6f} {single[0]:.6f} "
                    f"{single[1]:.6f} {block:.6f} {distance:.2e}")
        rows_diag.append(f"{step} {frob:.6f} {frob_diag:.6f} "
                         f"{H[0, 1]:.6f} {'yes' if overlap else 'no'}")
    Q = orthonormalize(np.linalg.solve(A, Q))
assert overlaps[0] and not overlaps[-1]

print("k = inverse-iteration steps; all other columns in eV")
print("k theta1 theta2 |r1| |r2| |R|_2 largest_error")
for row in rows:
    print(row)
print("k |R(H)|_F |R(diag H)|_F H12 separate_intervals_overlap")
for row in rows_diag:
    print(row)
print("verified")
```

It prints:

```
random tests: 300 matrices, n = 8, m = 3
largest best-match distance / residual norm: 0.7817
THREE-LEVEL MODEL (energies in eV)
delta = 0.100, coupling c = 0.500
eigenvalues: -0.7141 0.0000 0.7141
Ritz values: -0.1000 0.1000
separate residual norms: 0.5000 0.5000
eigenvalues in the separate intervals: 1
block residual, spectral norm: 0.7071
best-match largest distance: 0.6141
other B (t = c), spectral norm: 0.7071
Frobenius norm with H: 0.7071
Frobenius norm with other B: 0.8660
delta = 0: distance 0.7071, bound 0.7071
DOUBLE WELL (energies in eV)
V0 = 1.000 eV, a = 1.000 nm, F = 0.0020 eV/nm
walls at +-2.20 nm, 219 points, dx = 0.0200 nm
hbar^2/(2 m_e) = 0.038100 eV nm^2
hbar*omega of one well = 0.78077 eV
Gaussian length = 0.31240 nm
lowest levels: 0.365214 0.371473 0.927429
splitting of lowest pair = 0.006259 eV
finer grid, dx = 0.0100 nm: 0.365277 0.371536 0.927565
k = inverse-iteration steps; all other columns in eV
k theta1 theta2 |r1| |r2| |R|_2 largest_error
0 0.395425 0.399432 0.168808 0.169386 0.169988 3.02e-02
2 0.365825 0.371854 0.018754 0.016005 0.019214 6.10e-04
4 0.365229 0.371479 0.002845 0.002047 0.002951 1.43e-05
6 0.365215 0.371473 0.000437 0.000270 0.000458 3.39e-07
8 0.365214 0.371473 0.000068 0.000037 0.000071 8.09e-09
k |R(H)|_F |R(diag H)|_F H12 separate_intervals_overlap
0 0.239140 0.239140 -0.000117 yes
2 0.024655 0.024886 -0.002394 yes
4 0.003505 0.005018 -0.002539 no
6 0.000514 0.003635 -0.002544 no
8 0.000077 0.003599 -0.002544 no
verified
```
